# Thomas-Fermi energy and shell corrections for fermions in a harmonic trap

## Question

I am working on this exercise. Spin-1/2 fermions without interactions fill the orbitals of a three-dimensional isotropic harmonic trap, two per orbital. With energies in units of $\hbar\omega$, show that

- the Thomas-Fermi energy is $E=(3N)^{4/3}/4$,
- for closed shells the leading correction is $(3N)^{2/3}/12$,
- the smooth semiclassical correction is $(3N)^{2/3}/8$.

I can count states in phase space and believe the first result. The other two confuse me. They have the same power of $N$ but different coefficients, so are they to be added, or is one of them wrong? I guessed that $1/8$ might be the average over open and closed shells. But when I fill the levels one particle at a time and average the coefficient over a whole shell, I get about $0.167$, which is neither number. What does "smooth" mean here, and which formula should I use for a given $N$?

## Answer

Both corrections are right, and they are alternatives: each is added to the Thomas-Fermi energy by itself. The first belongs to particular values of $N$. The second belongs to a level density from which the shell structure has been removed, and this differs from averaging the energy over $N$. Your $0.167$ is also right, and its difference from $1/8$ can be derived.

### Units

In atomic units, for particles of mass 1, the one-particle Hamiltonian is $p^2/2+\omega^2r^2/2$. Measure lengths in $\omega^{-1/2}$ and energies in $\omega$. The Hamiltonian becomes $p^2/2+r^2/2$, and every energy below is to be multiplied by $\omega$ at the end. The temperature is zero until stated otherwise. I write

$$t=(3N)^{1/3}.$$

### The Thomas-Fermi energy

A uniform gas with two particles per orbital, filled up to wave number $k_F$, has density and kinetic energy density

$$n=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad
\tau=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{k^2}{2}=\frac{k_F^5}{10\pi^2}.$$

Thomas-Fermi theory uses these relations locally. Since $d\tau/dn=(k_F^4/2\pi^2)/(k_F^2/\pi^2)=k_F^2/2$, minimizing the energy at fixed $N$ with multiplier $\mu$ gives

$$\frac{k_F^2}{2}+\frac{r^2}{2}=\mu
\quad\Rightarrow\quad k_F^2=R^2-r^2,\qquad R^2=2\mu .$$

The density is $n=(R^2-r^2)^{3/2}/(3\pi^2)$ for $r<R$ and zero outside. This is a minimum: $\tau\propto n^{5/3}$ is convex, the potential energy is linear in $n$, and a particle placed outside the cloud would cost at least $r^2/2\ge\mu$.

With $r=R\sin\theta$, the particle number is

$$N=\frac{4\pi}{3\pi^2}\int_0^R r^2(R^2-r^2)^{3/2}dr
=\frac{4R^6}{3\pi}\int_0^{\pi/2}\sin^2\theta\cos^4\theta\,d\theta
=\frac{4R^6}{3\pi}\,\frac{\pi}{32}=\frac{R^6}{24}=\frac{\mu^3}{3}.$$

Hence $\mu=t$. The same substitution gives the two parts of the energy:

$$E_{\rm kin}=\int_0^R4\pi r^2\frac{k_F^5}{10\pi^2}dr
=\frac{2R^8}{5\pi}\int_0^{\pi/2}\sin^2\theta\cos^6\theta\,d\theta
=\frac{2R^8}{5\pi}\,\frac{5\pi}{256}=\frac{R^8}{128},$$

$$E_{\rm pot}=\int_0^R4\pi r^2\,\frac{r^2}{2}\,n\,dr
=\frac{2R^8}{3\pi}\int_0^{\pi/2}\sin^4\theta\cos^4\theta\,d\theta
=\frac{2R^8}{3\pi}\,\frac{3\pi}{256}=\frac{R^8}{128}.$$

They are equal, as the virial theorem requires in a harmonic potential. Because $R^8=16\mu^4$, each is $\mu^4/8$, and

$$E_{\rm TF}=\frac{\mu^4}{4}=\frac{t^4}{4}=\frac{(3N)^{4/3}}{4}.$$

### Closed shells

The exact levels are $n+3/2$ with $n=n_x+n_y+n_z$. There are $(n+1)(n+2)/2$ ways to choose the three quantum numbers, so a shell holds $(n+1)(n+2)$ particles. Fill the shells $n=0,\dots,M$ and set $k=M+2$.

Both sums telescope. For the particle number,

$$(n+1)(n+2)=\tfrac13\left[(n+1)(n+2)(n+3)-n(n+1)(n+2)\right],$$

so that

$$N=\frac{(M+1)(M+2)(M+3)}{3}=\frac{k^3-k}{3}.$$

For the energy, define $S_n=(n+1)(n+2)^2(n+3)/4$. Then

$$S_n-S_{n-1}=\frac{(n+1)(n+2)}{4}\left[(n+2)(n+3)-n(n+1)\right]
=(n+1)(n+2)\left(n+\tfrac32\right),$$

because the bracket equals $4n+6$. This is the energy of one filled shell, and $S_{-1}=0$. Therefore

$$E=S_M=\frac{k^2(k^2-1)}{4}=\frac{k\,(k^3-k)}{4}=\frac{3Nk}{4}=\frac{t^3k}{4}.$$

No approximation has been made so far. What remains is to express $k$ through $N$, by solving $k^3-k=t^3$ for large $t$. The equation keeps its form when $k$ and $t$ both change sign, so the expansion has odd powers:

$$k=t+\frac{a}{t}+\frac{b}{t^3}+\frac{c}{t^5}+\dots$$

Inserting this in $k^3-k$ gives

$$t^3+(3a-1)t+\frac{3a^2+3b-a}{t}+\frac{a^3+6ab+3c-b}{t^3}+\dots=t^3 .$$

The coefficient of $t$ gives $a=1/3$. The next one gives $1/3+3b-1/3=0$, so $b=0$. The last gives $1/27+3c=0$, so $c=-1/81$. With $E=t^3k/4$,

$$E_{\rm closed}=\frac{t^4}{4}+\frac{t^2}{12}-\frac{1}{324\,t^2}+\dots$$

The second term is the correction $(3N)^{2/3}/12$. Since $b=0$, there is no constant term, which is why the two-term formula is so accurate at closed shells.

### The smooth energy

"Smooth" refers to the density of levels $g(e)$. The true $g(e)$ is a row of spikes at $e=n+3/2$. To find its non-oscillating part, start from the partition function of one particle, including the factor 2 for spin:

$$Z(\beta)=\int g(e)\,e^{-\beta e}de=2\left[\sum_{j=0}^\infty e^{-\beta(j+1/2)}\right]^3=\frac{2}{[2\sinh(\beta/2)]^3}.$$

In ordinary units $\beta$ here is $\hbar\omega$ divided by the thermal energy, so an expansion in small $\beta$ is an expansion in $\hbar$. From $2\sinh(\beta/2)=\beta(1+\beta^2/24+\dots)$,

$$Z(\beta)=\frac{2}{\beta^3}\left(1-\frac{\beta^2}{8}+\dots\right)=\frac{2}{\beta^3}-\frac{1}{4\beta}+O(\beta).$$

Now $\int_0^\infty e^2e^{-\beta e}de=2/\beta^3$ and $\int_0^\infty e^{-\beta e}de=1/\beta$. The smooth density is therefore

$$\tilde g(e)=e^2-\tfrac14\qquad(e>0).$$

The omitted positive powers of $\beta$ correspond to derivatives of a delta function at $e=0$. They do not change $N$, and they change the energy by at most a constant. The spikes have disappeared because they come from the other poles of $Z$, at $\beta=2\pi i m$ with nonzero integer $m$. Those poles produce terms oscillating as $e^{2\pi i m e}$, and the expansion around $\beta=0$ does not contain them.

Filling this smooth density up to $\mu$ gives

$$N=\frac{\mu^3}{3}-\frac{\mu}{4},\qquad
\tilde E=\int_0^\mu e\,\tilde g(e)\,de+{\rm const}=\frac{\mu^4}{4}-\frac{\mu^2}{8}+{\rm const}.$$

The chemical potential at given $N$ is no longer $t$. The first equation reads $\mu^3-\tfrac34\mu=t^3$. With $\mu=t+\alpha/t+\dots$ the terms of order $t$ give $3\alpha-\tfrac34=0$, so $\alpha=1/4$. Then $\mu^4/4=t^4/4+t^2/4+O(1)$, and

$$\tilde E=\frac{t^4}{4}+\frac{t^2}{4}-\frac{t^2}{8}+O(1)=\frac{t^4}{4}+\frac{t^2}{8}+O(1).$$

The shift of $\mu$ matters. Without it the correction would have the wrong sign.

### The same 1/8 from the density

Orbital-free theory reaches this number by another road. I take as given the standard second-order gradient correction to the kinetic energy, one ninth of the von Weizsäcker term:

$$T_2=\frac{1}{72}\int\frac{|\nabla n|^2}{n}\,d^3r .$$

The Thomas-Fermi density minimizes the Thomas-Fermi energy at fixed $N$, so the small change of density caused by $T_2$ does not alter that energy at first order. To first order the correction to the total energy is therefore $T_2$ evaluated on the Thomas-Fermi density. There $n'/n=-3r/(R^2-r^2)$, so

$$\frac{|\nabla n|^2}{n}=n\,\frac{9r^2}{(R^2-r^2)^2}=\frac{3r^2}{\pi^2\sqrt{R^2-r^2}} .$$

This diverges at the edge of the cloud, but it is integrable:

$$T_2=\frac{1}{72}\,\frac{12}{\pi}\int_0^R\frac{r^4\,dr}{\sqrt{R^2-r^2}}
=\frac{1}{72}\,\frac{12}{\pi}\,\frac{3\pi R^4}{16}=\frac{R^4}{32}=\frac{\mu^2}{8}=\frac{t^2}{8}.$$

A functional of this kind knows about the slope of the density but not about whether a shell is full, and for large $N$ it gives the smooth correction, not the closed-shell one. The limit is approached slowly, because the first-order argument fails in a thin layer at the edge of the cloud. There the gradient energy per particle, of order $1/\delta^2$ for a layer of width $\delta$, competes with the potential step $R\delta$, so $\delta\sim R^{-1/3}$. The layer's share of $T_2$ is of order $R^{7/2}\delta^{1/2}\sim t^{5/3}$, smaller than $t^2/8$ only by a factor $t^{-1/3}$. Minimizing the functional self-consistently gives a coefficient of $t^2$ near $0.08$ for $N\approx40$ and near $0.116$ for $N\approx3\times10^8$.

### Open shells, and your 0.167

Let a fraction $f$ of the next shell be filled. That shell has energy $k+1/2$ and holds $D=k(k+1)$ particles. All added particles cost the same energy, so $E(N)$ is a straight line between one closed shell and the next.

Compare this line with the curve $F(N)=t^4/4+t^2/12$, which meets it at both ends up to terms of order $t^{-2}$. From $t^3=3N$ we have $dt/dN=1/t^2$. Hence $F'\approx t$ and $F''\approx1/t^2$, and $F''$ is constant across one shell up to relative corrections of order $1/t$. A chord over an interval $D$ lies above a curve of constant curvature $F''$ by $\tfrac12F''D^2f(1-f)$. With $D\approx t^2$ this is $t^2f(1-f)/2$, so at leading order

$$E=\frac{t^4}{4}+t^2\left[\frac1{12}+\frac{f(1-f)}{2}\right].$$

The coefficient runs from $1/12$ at a closed shell to $1/12+1/8=5/24$ at a half-filled one. Since the mean of $f(1-f)$ is $1/6$, its average over $N$ is $1/12+1/12=1/6$. That is your $0.167$.

Why is this average not $1/8$? What averages to zero is the oscillating part of the grand potential as $\mu$ is varied, not the oscillating part of the energy as $N$ is varied. To see this, consider the grand potential $\Omega(\mu)=\sum_{e_i<\mu}(e_i-\mu)$, where the sum counts each spin state. Its smooth part is

$$\tilde\Omega=\tilde E-\mu N=-\frac{\mu^4}{12}+\frac{\mu^2}{8}+{\rm const}.$$

Put $\mu=k+u$ with $|u|<1/2$, in the gap between the levels $k-1/2$ and $k+1/2$. The exact value is

$$\Omega=\frac{k^2(k^2-1)}{4}-(k+u)\frac{k^3-k}{3}=-\frac{k^4}{12}+\frac{k^2}{12}-\frac{u\,k^3}{3}+O(k).$$

The smooth part at the same $\mu$ is

$$\tilde\Omega=-\frac{k^4}{12}-\frac{u\,k^3}{3}-\frac{u^2k^2}{2}+\frac{k^2}{8}+O(k).$$

The difference is

$$\Omega_{\rm osc}=k^2\left(\frac{u^2}{2}-\frac1{24}\right)+O(k).$$

The mean of $u^2$ over the gap is $1/12$, so the leading term averages to zero over $\mu$.

The energy follows from $E(N)=\max_\mu[\Omega(\mu)+\mu N]$, because $\Omega$ is concave with slope $-N(\mu)$. Inserting any particular $\mu$ gives a lower bound. Choose the smooth chemical potential $\tilde\mu(N)$:

$$E(N)\ \ge\ \tilde\Omega(\tilde\mu)+\tilde\mu N+\Omega_{\rm osc}(\tilde\mu)=\tilde E(N)+\Omega_{\rm osc}(\tilde\mu).$$

As $N$ runs through one shell, $\tilde\mu$ moves across one level spacing at a nearly constant rate, so the last term averages to zero at order $t^2$. The $N$-average of $E$ therefore cannot lie below the smooth energy at this order. The coefficients show that it lies above it, by $1/6-1/8=1/24$.

### Seeing 1/8 in the exact levels

Warming the system blurs the Fermi step over neighbouring levels. Let the temperature $T$, in units of $\omega$, be of order one and far below $\mu$. For the smooth density, the Sommerfeld expansion at fixed $N$ gives

$$\tilde g\,\delta\mu+\frac{\pi^2T^2}{6}\tilde g'=0,$$

$$\delta E=\mu\tilde g\,\delta\mu+\frac{\pi^2T^2}{6}(\tilde g+\mu\tilde g')=\frac{\pi^2T^2}{6}\tilde g\approx\frac{\pi^2T^2}{6}t^2 .$$

Take the exact level sum, subtract $t^4/4$ and this thermal term, and divide by $t^2$. At $T=1$ the result is $0.1249$ for $\mu=200$, $200.25$ and $200.5$ alike, whether $\mu$ lies in a gap or on a level. The remaining difference from $1/8$ is about $-4.4/t^2$ at this temperature, so it matters for smaller systems: at $\mu=20$ the result is $0.114$. At $T=0.02$, with no thermal term subtracted, the coefficient is $0.0833$ in the gap and $0.2083$ on the level, the two extremes $1/12$ and $5/24$. The numerical check covers this comparison and the formulas above, except the lower bound on $E(N)$, which rests on the argument given there, and the edge-layer correction to the gradient term.

### An example with 40 and 55 particles

Take model electrons with $\hbar\omega=1$ eV. The oscillator length is $2.760$ Å.

For $N=40$, $3N=120=5^3-5$, so $k=5$ and four shells are full. Here $t=4.93242$, and the Thomas-Fermi cloud has radius $2.760\sqrt{2t}=8.67$ Å. The energies are

- exact: $3Nk/4=120\cdot5/4=150$ eV, or $5.512$ hartree,
- Thomas-Fermi: $120\cdot4.93242/4=147.973$ eV,
- with the closed-shell term: $147.9727+2.0274=150.0001$ eV,
- with the smooth term: $147.973+3.041=151.014$ eV.

The closed-shell formula is too high by $1.25\times10^{-4}$ eV, close to the next term $1/(324t^2)$. The smooth formula is too high by $1.01$ eV.

For $N=55$, the fifth shell, which holds 30, contains 15 particles at $5.5$ eV each. Now $t=5.48481$, and the energies are

- exact: $150+15\cdot5.5=232.5$ eV, or $8.544$ hartree,
- Thomas-Fermi: $165\cdot5.48481/4=226.248$ eV,
- with the closed-shell term: $226.248+2.507=228.755$ eV,
- with the smooth term: $226.2483+3.7604=230.0087$ eV.

Both corrected values are now too low, the smooth one by $2.49$ eV. The exact coefficient of $t^2$ is $(232.5-226.248)/t^2=0.208$, in agreement with $5/24$ for a half-filled shell.

### Which one to use

At a closed shell use $1/12$. For a partly filled shell use $1/12+f(1-f)/2$, which holds at leading order (the error in the coefficient falls as $1/k$ and reaches about $0.013$ in the fifth shell), or simply add up the levels. Use $1/8$ when you want the background against which shell effects are measured, or as the large-$N$ limit of the gradient-corrected density functional, keeping in mind that the self-consistent functional reaches it only with relative corrections of order $t^{-1/3}$.

Relative to $E_{\rm TF}$, the closed-shell correction is $1/(3t^2)$ and the smooth one is $1/(2t^2)$. Both vanish as $N^{-2/3}$, so Thomas-Fermi theory gives the leading energy for any filling. The coefficients derived here rest on equal trap frequencies and on the absence of interactions, which allows the energy to be a sum of one-particle levels. The values $1/12$, $5/24$ and $1/6$ come from the large degeneracy of the shells. The smooth coefficient needs no degeneracy: for unequal frequencies, the same expansion of $Z=2\prod_i[2\sinh(\beta\omega_i/2)]^{-1}$, with energies in units of the geometric mean $\bar\omega$, gives $(\omega_1^2+\omega_2^2+\omega_3^2)/(24\bar\omega^2)$ in place of $1/8$. For frequency ratios $1:\sqrt2:\sqrt3$ the exact coefficient near $t=100$ agrees with this smooth value, $0.1376$, while simple ratios such as $1:1:2$ still show shell oscillations.

## Calculated quantities

```
trap quantum hbar*omega = 1.000 eV
oscillator length = 2.7604 angstrom
Thomas-Fermi radius, N=40 = 8.6701 angstrom
Thomas-Fermi mu, N=40 = 4.93242 eV
TF kinetic energy, N=40 = 73.9864 eV
TF potential energy, N=40 = 73.9864 eV
gradient term, N=40 = 3.0411 eV
N=40: (3N)^(1/3) = 4.93242 (no unit)
N=40: exact energy = 150.00000 eV
N=40: Thomas-Fermi energy = 147.97272 eV
N=40: closed-shell correction = 2.02740 eV
N=40: smooth correction = 3.04110 eV
N=40: TF + closed-shell = 150.00013 eV
N=40: TF + smooth = 151.01383 eV
N=40: exact t^2 coefficient = 0.08333 (no unit)
N=55: (3N)^(1/3) = 5.48481 (no unit)
N=55: exact energy = 232.50000 eV
N=55: Thomas-Fermi energy = 226.24827 eV
N=55: closed-shell correction = 2.50693 eV
N=55: smooth correction = 3.76039 eV
N=55: TF + closed-shell = 228.75520 eV
N=55: TF + smooth = 230.00866 eV
N=55: exact t^2 coefficient = 0.20782 (no unit)
N=40: exact minus closed-shell formula = -1.25e-04 eV
N=40: exact energy converted = 5.51240 hartree
N=55: exact energy converted = 8.54422 hartree
Coefficients of t^2 in units of hbar*omega (no unit):
filled shells, k=200: 0.083333
next term times t^2, k=200: -0.0030864
mean over N in one shell, k=400: 0.16667
largest in that shell: 0.20833
beta*(Z - 2/beta^3) at beta=0.05: -0.24996
mean oscillating grand potential/mu^2: -4.1e-07
T=1, mu=200.00, thermal term removed: 0.124889
T=1, mu=200.25, thermal term removed: 0.124889
T=1, mu=200.50, thermal term removed: 0.124890
T=0.02, mu=200.00 (in gap): 0.08333
T=0.02, mu=200.50 (on level): 0.20833
```
